# Aligned diffraction spots can hide domains turned by 180 degrees

A monolayer of MoS2 grown on sapphire gives six sharp first-order diffraction spots, at the same azimuths wherever the beam is placed. If this is read as proof of one crystal orientation, the film may be accepted as a single crystal when it is a patchwork of two kinds of domain. The second kind is the first turned by 180° about the film normal. Where the two meet, the crystal is interrupted, and a transistor channel laid across that line contains a boundary that the spot positions did not reveal.

## Two different crystals with one set of spots

Take the lattice vectors

\[
\mathbf a_1=a(1,0),\qquad \mathbf a_2=a\left(-\tfrac12,\tfrac{\sqrt3}{2}\right),\qquad a=0.316\ \text{nm}.
\]

The reciprocal vectors, defined by \(\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}\), are

\[
\mathbf b_1=\frac{2\pi}{a}\left(1,\tfrac1{\sqrt3}\right),\qquad
\mathbf b_2=\frac{2\pi}{a}\left(0,\tfrac2{\sqrt3}\right).
\]

Spots lie at \(\mathbf G=h\mathbf b_1+k\mathbf b_2\), with integer \(h,k\). The first-order spots have \(|\mathbf G|=4\pi/(\sqrt3a)=22.96\ \text{nm}^{-1}\).

In the 1H structure each cell has one Mo atom, placed at the origin, and two S atoms, one above the other at heights \(\pm d\), with \(d=0.156\) nm. Their in-plane position is

\[
\mathbf s=\tfrac13\mathbf a_1+\tfrac23\mathbf a_2=\left(0,\tfrac{a}{\sqrt3}\right).
\]

Turn this crystal by 180° about a Mo atom. Each lattice vector becomes its negative, which is again a lattice vector, so the lattice is unchanged. The S atoms move to \(-\mathbf s\). The turned crystal would be the old one only if some translation brought the two together. That translation must carry Mo onto Mo, so it is a lattice vector. It must also carry \(-\mathbf s\) onto an S site, so \(2\mathbf s=\frac23\mathbf a_1+\frac43\mathbf a_2\) would have to be a lattice vector. It is not, so the two crystals are different orientations.

The reflection \(y\to-y\) also leaves the lattice unchanged and sends \(\mathbf s\) to \(-\mathbf s\). The turned domain is therefore also the mirror image of the first.

The spots of the turned domain lie at \(-\mathbf G\). Since \(-\mathbf G\) has the integer indices \((-h,-k)\), the set of spots is the same. A film with any proportion of the two domains shows the same spot positions.

Spot sharpness need not help. A domain of width \(L\) broadens a spot by about \(2\pi/L\). For \(L=200\) nm this is 0.137% of the first-order \(|\mathbf G|\), which an instrument with coarser resolution does not show.

## The intensities may agree as well

Consider first an electron that scatters only once. Let \(v_{\rm M}\) and \(v_{\rm S}\) be the Fourier transforms of the atomic potentials of Mo and S, both real because the atoms are taken as spherical. With the convention \(e^{-i\mathbf G\cdot\mathbf r}\), the S atoms carry the phase \(e^{-2\pi i/3}\) at the spot (10). The turned domain has the conjugate phase. Both intensities are proportional to

\[
\left|v_{\rm M}+2v_{\rm S}e^{\mp2\pi i/3}\right|^2
=v_{\rm M}^2+4v_{\rm S}^2-2v_{\rm M}v_{\rm S},
\]

because the cross term is \(4v_{\rm M}v_{\rm S}\cos(2\pi/3)=-2v_{\rm M}v_{\rm S}\). The sign of the phase has dropped out.

Tilting the film does not help in single scattering. Tilt adds an out-of-plane wave-vector transfer \(q_z\), and the amplitude is

\[
F(\mathbf G,q_z)=\sum_j v_j\,e^{-i\mathbf G\cdot\mathbf r_j-iq_zz_j}.
\]

Since the \(v_j\) are real, \(F(-\mathbf G,-q_z)=F^*(\mathbf G,q_z)\). The 1H layer is unchanged by \(z\to-z\), so \(F(\mathbf G,-q_z)=F(\mathbf G,q_z)\). Together these give

\[
|F(-\mathbf G,q_z)|^2=|F(-\mathbf G,-q_z)|^2=|F(\mathbf G,q_z)|^2 .
\]

The left side is the intensity that the turned domain gives at \((\mathbf G,q_z)\), so the two domains agree at every tilt.

The horizontal mirror is essential here. In the 1T structure the upper S atom sits at \(\mathbf s\) and the lower one at \(-\mathbf s\). The two S phases at (10) then add to \(2\cos(2\pi/3+q_zd)\), and for the turned domain to \(2\cos(2\pi/3-q_zd)\). At \(q_z=0\) the intensities are equal. For a tilt of 10° about the in-plane axis perpendicular to \(\mathbf G\), \(q_z=|\mathbf G|\tan10^\circ\) if the small curvature of the Ewald sphere is neglected. The computed intensity ratio of the two domains is then of order \(10^{-3}\), because in one of them the Mo and S contributions almost cancel. The exact ratio is sensitive to the atomic potentials. Tilt can thus separate 1T domains in single scattering, but not 1H domains.

## The general statement and its proof

Consider a film of one phase with one lattice constant, whose domains are many cells wide. Let \(P_L\) be the group of rotations about the normal that preserve its lattice. Let \(P_C\) be the group of those that preserve the crystal, apart from a translation. The number of distinct orientations, related by such rotations, that share one set of spot positions is

\[
n=\frac{|P_L|}{|P_C|},
\]

where the bars denote the number of elements.

**Proof.** A rotation \(R\) keeps all scalar products, so the reciprocal lattice of the turned lattice is the turned reciprocal lattice. Each lattice determines the other. Hence \(R\) preserves the spot positions if and only if it belongs to \(P_L\).

Two rotations \(R\) and \(R'\) in \(P_L\) produce the same crystal orientation if and only if \(R^{-1}R'\) preserves the original crystal, that is, belongs to \(P_C\). The elements of \(P_L\) therefore fall into classes \(RP_C\), one for each distinct orientation. Each class has \(|P_C|\) members and no two classes overlap, so there are \(|P_L|/|P_C|\) of them. ∎

For the hexagonal lattice, a rotation in \(P_L\) must permute the six shortest lattice vectors, which are 60° apart, so \(|P_L|=6\). A turn of 120° about Mo carries its three S neighbours into one another and preserves the crystal. A turn of 180° does not, as shown above. Turns of 60° and 300° differ from it by turns of 120°, so they fail too. Hence \(|P_C|=3\) and \(n=6/3=2\). A scan of lattice and basis in steps of one degree finds the same six and three rotations.

Reflections add no third orientation. Any reflection in a vertical plane that preserves the lattice is \(y\to-y\) combined with a rotation in \(P_L\), so it gives one of the same two crystals. Turning the layer upside down adds nothing either, because 1H is unchanged by \(z\to-z\).

The statement also shows when a half turn gives nothing new. Every two-dimensional lattice is preserved by a turn of 180°. If the crystal is preserved by it too, the turned domain is not a new orientation. Graphene is such a case: a half turn about the middle of a bond exchanges two identical carbon atoms, so \(|P_C|=6\) and \(n=1\). A crystal on a rectangular lattice, with \(|P_L|=2\), has \(n=2\) if it lacks the half turn and \(n=1\) if it has it.

The proof concerns positions alone and does not depend on how strongly the probe scatters. It therefore covers the film's own spots in low-energy electron diffraction on the substrate as well as in transmission.

Symmetry also shows when a substrate cannot choose between the domains. If a symmetry of the oxide surface carries one domain into the other, it carries the whole system of film and surface into one of equal energy. If the surface has no such symmetry, the energies may differ, but symmetry does not say by how much.

## A signal that separates the domains

A useful signal must change when the crystal is turned by 180°. Multiple scattering supplies one. A fast electron of speed \(v\) that passes through a potential \(V_3\) gains kinetic energy \(eV_3\), hence momentum \(eV_3/v\) along its path, and so the phase

\[
\frac1{\hbar}\int\frac{eV_3}{v}\,dz=\sigma V(\mathbf r),\qquad \sigma=\frac{e}{\hbar v},\qquad V(\mathbf r)=\int V_3\,dz .
\]

This treats the layer as flat. The wave behind it is \(\psi=e^{i\sigma V}\). Denote by \(V_{\mathbf G}\) and \(W_{\mathbf G}\) the Fourier coefficients of \(V\) and \(V^2\), averaged over the cell. For \(\mathbf G\ne0\),

\[
\psi_{\mathbf G}=i\sigma V_{\mathbf G}-\tfrac12\sigma^2W_{\mathbf G}+O(\sigma^3).
\]

The intensity is \(|\psi_{\mathbf G}|^2\). Its cross term between first and second order is

\[
2\,\mathrm{Re}\left[i\sigma V_{\mathbf G}\left(-\tfrac12\sigma^2W^*_{\mathbf G}\right)\right]
=-\sigma^3\,\mathrm{Re}\left[iV_{\mathbf G}W^*_{\mathbf G}\right]
=\sigma^3\,\mathrm{Im}\left[V_{\mathbf G}W^*_{\mathbf G}\right],
\]

since \(\mathrm{Re}(iz)=-\mathrm{Im}\,z\). At \(-\mathbf G\) both coefficients are replaced by their conjugates, because \(V\) and \(V^2\) are real, and this term changes sign. The leading term \(\sigma^2|V_{\mathbf G}|^2\) does not. The contrast of one domain is therefore, to leading order in \(\sigma\),

\[
A_0=\frac{I(\mathbf G)-I(-\mathbf G)}{I(\mathbf G)+I(-\mathbf G)}
\simeq\frac{2\sigma^3\,\mathrm{Im}[V_{\mathbf G}W_{\mathbf G}^*]}{2\sigma^2|V_{\mathbf G}|^2}
=\sigma\,\frac{\mathrm{Im}[V_{\mathbf G}W_{\mathbf G}^*]}{|V_{\mathbf G}|^2}.
\]

At normal incidence the threefold axis makes the spots (10), (−11) and (0−1) equal, and likewise their three opposites. The six first-order spots split into two triads, whose roles are exchanged in the turned domain.

Not every spot carries this signal. The spot (2,−1) lies along \(x\), since \(2\mathbf b_1-\mathbf b_2=(2\pi/a)(2,0)\). The reflection \(x\to-x\) preserves the crystal, because \(\mathbf s\) lies on the \(y\) axis, and it carries this \(\mathbf G\) to \(-\mathbf G\). At normal incidence the two intensities are equal even with multiple scattering. With the threefold axis, this holds for all six spots of the {11} family.

## A monolayer at 80 kV

Let the film be free-standing, as after transfer from sapphire, and viewed by transmission diffraction at 80 kV. Then \(\sigma=0.01009\) rad/(V nm). The atomic potentials follow the Molière screened-Coulomb model,

\[
V_{\rm atom}(r)=\frac{Ze}{4\pi\varepsilon_0r}\sum_iw_ie^{-\kappa_ir},\qquad
v(q)=\frac{Ze}{\varepsilon_0}\sum_i\frac{w_i}{q^2+\kappa_i^2}.
\]

The transform follows from \((4\pi/q)\int_0^\infty e^{-\kappa r}\sin(qr)\,dr=4\pi/(q^2+\kappa^2)\). The weights are 0.35, 0.55 and 0.10, with \(\kappa_i\ell=0.3\), 1.2 and 6. The screening length is \(\ell=(9\pi^2/128)^{1/3}a_{\rm B}Z^{-1/3}\), where \(a_{\rm B}\) is the Bohr radius. Bonding and charge transfer are left out.

At the first-order spots \(v_{\rm M}=0.3100\) and \(2v_{\rm S}=0.3258\) V nm³. Thermal motion with an rms displacement \(u=0.007\) nm per axis smooths the potential and multiplies both by \(e^{-G^2u^2/2}\). Division by the cell area gives, in V nm and (V nm)²,

\[
V_{10}=1.6788-3.2206\,i,\qquad W_{10}=100.303-176.091\,i .
\]

Then

\[
\mathrm{Im}[V_{10}W_{10}^*]=(-3.2206)(100.303)+(1.6788)(176.091)=-323.0+295.6=-27.4,
\]

and \(|V_{10}|^2=2.82+10.37=13.19\), so

\[
A_0\simeq0.01009\times\frac{-27.4}{13.19}=-2.10\%.
\]

The full exponential gives \(-1.92\%\). The largest phase is 1.39 rad, so higher orders are not negligible. With \(\sigma\) reduced twentyfold, the full result and the formula both give \(-0.1048\%\), which tests the leading-order law in its own regime.

The near cancellation of these two terms means little in itself. The split depends on the origin and on the mean of \(V\), and with an origin that makes \(V_{10}\) real one term vanishes. A split by atom does not depend on the origin. A constant in \(V\) adds only a real multiple of \(V_{\mathbf G}\) to \(W_{\mathbf G}\) and drops out, so write \(V\) minus its mean as \(p+q\), the Mo part and the S part, each with zero mean. The terms \(p^2\), \(q^2\) and \(2pq\) of the square contribute about \(-399\), \(+359\) and \(+13\) to the numerator. The Mo column and the column of two S atoms nearly cancel, leaving less than a tenth of either, so a modest change in one atomic potential relative to the other can change \(A_0\) greatly. This governs how far the number can be trusted.

## Films with both domains

Let a fraction \(f\) of the area be turned. Write the wave behind the film as \(\sum_ds_d(\mathbf r)\psi_d(\mathbf r)\), where \(s_d\) is 1 inside domain \(d\) and 0 outside. If the domains are many cells wide, the transform \(\hat s_d(\mathbf k)\) is concentrated near \(\mathbf k=0\), and close to the spot \(\mathbf G\) the amplitude is \(\sum_dF_d\hat s_d(\mathbf k)\), with \(F_d\) the coefficient of \(\psi_d\) at \(\mathbf G\). The intensity integrated over the whole spot is

\[
\sum_{d,e}F_dF_e^*\int\hat s_d\hat s_e^*\,d^2k
=(2\pi)^2\sum_{d,e}F_dF_e^*\int s_ds_e\,d^2r
=(2\pi)^2\sum_d|F_d|^2S_d ,
\]

by Parseval's theorem. Different domains do not overlap, so the terms with \(d\ne e\) vanish, and \(S_d\) is the area of domain \(d\). A rigid shift of a domain changes only the phase of \(F_d\) and has no effect. The integration matters: at the centre of a spot, coherent domains do interfere.

With \(I_\pm\) the intensities of the original domain at \(\pm\mathbf G\), the film gives, per unit area,

\[
I(\mathbf G)=(1-f)I_++fI_-,\qquad I(-\mathbf G)=(1-f)I_-+fI_+ .
\]

The difference is \((1-2f)(I_+-I_-)\) and the sum is \(I_++I_-\). Hence

\[
A=(1-2f)A_0,\qquad f=\frac12\left(1-\frac{A}{A_0}\right).
\]

As a test, a film of striped domains, repeating every 48 cells, was Fourier transformed as a whole. For \(f=0.25\) its contrast is \(-0.978\%\), against \(-0.961\%\) from the law, a difference of about 2% of the value. For \(f=0.50\) both vanish. The origin of the small difference was not examined.

For \(f=0.30\) the contrast is \(0.40\times(-1.92\%)=-0.77\%\), and the triad intensities stand in the ratio 0.985. A single domain would give 0.962. The spots are in the same places in both cases.

Equal triads do not prove a single orientation. They arise from an equal mixture, \(f=1/2\), and also from conditions in which \(A_0\) is zero or too small to detect.

The number of electrons sets a limit. Let the two triads receive \(N_+\) and \(N_-\) independent Poisson counts, with \(N=N_++N_-\) and \(A=(N_+-N_-)/N\). The derivatives of \(A\) are \(2N_-/N^2\) and \(-2N_+/N^2\), so for large \(N\)

\[
(\delta A)^2=\frac{4N_-^2N_++4N_+^2N_-}{N^4}=\frac{4N_+N_-}{N^3}=\frac{1-A^2}{N}\simeq\frac1N .
\]

Since \(\delta f=\delta A/(2|A_0|)\), one needs \(N=1/(2|A_0|\,\delta f)^2\). For \(\delta f=0.05\) and \(A_0=-1.92\%\) this is about \(2.7\times10^5\) counts. Simulated counts at this level return a mean \(f\) of 0.300 with a spread of 0.050. This assumes that \(A_0\) is known and that no background is present.

## How far the model reaches in a real film

The lattice constant, layer spacing, thermal displacement and beam voltage are chosen inputs. The first three are meant only to be close to those of MoS2 at room temperature, not to serve as measured values. The calculated contrast is much less secure than these inputs. With the other settings held fixed, propagation between the atomic layers changes \(A_0\) from \(-1.92\%\) to \(-2.11\%\). Averaging the transmitted wave over thermal motion, instead of the potential, gives \(-4.64\%\). That is the better description of elastic scattering, since an electron crosses the layer before the atoms move appreciably. With the averaged potential, shortening the Mo screening length by 10% gives \(+0.81\%\), and lengthening that of S by 10% gives \(+0.29\%\), so in that description even the sign of \(A_0\) is not settled, as the near cancellation suggested. With the averaged wave, either change alone leaves \(A_0\) negative, between \(-2\%\) and \(-3\%\), but roughly halves its size. Both changes together bring it close to zero, so the sign is not secure there either. These are changes of one atom against the other. Hartree–Fock free atoms lower both transforms, to \(v_{\rm M}\approx0.27\) and \(2v_{\rm S}\approx0.30\) V nm³, and keep the sign: \(A_0\) is a little beyond \(-2\%\) with the averaged potential and near \(-5.5\%\) with the averaged wave. The model therefore gives only a rough idea of \(A_0\). Real films also have bonding charge, inelastic scattering and residues from transfer, whose effects were not calculated.

The consequence for \(f\) is direct. If the measured contrast is \(-0.77\%\) and the true \(A_0\) is \(-4.64\%\), the turned fraction is \(\frac12(1-0.77/4.64)=0.42\), not 0.30. If the sign of \(A_0\) is wrong, \(f\) and \(1-f\) are exchanged. For a quantitative fraction, \(A_0\) should be measured on a region known to be one domain, at the same voltage, tilt and temperature.

Even a well-calibrated fraction does not say where the domains lie. A dark-field image formed with one first-order spot can map them, provided the contrast exceeds the noise in each image element and the film is flat enough. A local tilt of several degrees can change the intensity of one spot by as much as a change of domain does, so ripples may be mistaken for domains. Spot positions still have their use: sharp, aligned spots show that the domains share a lattice orientation to within the measured angular spread. For a 1H monolayer, that leaves two crystal orientations to be told apart by other means. Most of the calculated values are collected in the numerical output below.

## Values computed for the example and the checks

```
Rotations keeping the spots (deg): [0, 60, 120, 180, 240, 300]
Rotations keeping the crystal (deg): [0, 120, 240]
Distinct orientations sharing spots: 2
Lattice constant: 0.316 nm; Mo-S layer spacing: 0.156 nm
rms displacement per axis: 0.007 nm
First-order |G|: 22.96 1/nm; line spacing: 0.2737 nm
Beam voltage: 80 kV; wavelength: 4.176 pm
Interaction constant: 0.01009 rad/(V nm)
Atomic transform at G, Mo: 0.3100 V nm^3
Atomic transform at G, two S: 0.3258 V nm^3
Largest projected phase: 1.389 rad
1T control, domain intensity ratio, no tilt: 1.0000
1T control, same ratio at 10 deg tilt: 0.0014
V_G: 1.6788 -3.2206 i V nm
(V^2)_G: 100.303 -176.091 i (V nm)^2
Contrast A0, leading order: -2.10 %
Contrast A0, full phase object: -1.92 %
Weak test (sigma/20), full: -0.1048 %
Weak test (sigma/20), formula: -0.1048 %
I(10)/incident: 1.2518e-03; I(-10)/incident: 1.3009e-03
Single-domain triad ratio I(10)/I(-10): 0.9622
Contrast of the 11 spots: 0.0000 %
Explicit film f=0.25: contrast -0.978 %, mixing law -0.961 %
Explicit film f=0.50: contrast 0.000 %, mixing law -0.000 %
Explicit film f=0.75: contrast 0.978 %, mixing law 0.961 %
Example f=0.30: contrast -0.77 %, triad ratio 0.9847
Counts for f uncertainty 0.05: 270125
Simulated f: mean 0.3003, spread 0.0499
A0 at 60 kV: -2.11 %
A0 at 200 kV: -1.45 %
A0 at 300 kV: -1.31 %
A0 with propagation between layers: -2.11 %
A0 with thermally averaged wave: -4.64 %
A0 with rms displacement 0.005 nm: -2.45 %
A0 with rms displacement 0.009 nm: -1.43 %
A0, screening length x0.9: Mo only 0.81 %, S only -4.33 %
A0, screening length x1.1: Mo only -4.53 %, S only 0.29 %
Relative spot width, 200 nm domains (2 pi/L over G): 0.137 %
```
